# Shadowing by a Mask Absorber under Oblique Illumination

## Problem

A reflective lithography mask carries straight absorber lines on a mirror. Each line has vertical walls, width $w=64$ nm and height $h=60$ nm, and the pitch is $p=128$ nm. Light of wavelength $\lambda=13.5$ nm arrives at $\theta=6^\circ$ from the mask normal. The projection optics reduce the mask pattern fourfold. All lengths are at mask scale unless wafer scale is stated.

For parts (a) to (c), treat light as parallel rays, the absorber as opaque and non-reflecting, and the mirror as a flat surface at the absorber's base.

(a) The plane of incidence is perpendicular to the lines. How much wider than the absorber is the strip of mirror that sends no light to the optics? Where does the extra width lie?

(b) How does the answer change when the plane of incidence makes an angle $\phi$ with the normal to the line, measured in the mask plane?

(c) What part of each 64 nm opening remains usable, and what drawn line width would restore a 64 nm opening at the same pitch?

(d) The real mirror is a multilayer, and light penetrates it. For a model stack, a wide beam at $6^\circ$ is displaced sideways by 10.55 nm on reflection, relative to reflection at the top surface. Replace the stack by a flat mirror at an effective depth $d$ and repeat part (a).

(e) Return to the surface mirror, but let the absorber have refractive index $0.95+0.03i$. Estimate how partial transmission near the edges changes the widening, keeping the rays straight.

(f) Judge whether the result of (a) can serve as a correction to the mask pattern.

## Solution

### (a) Entry and exit

Let the absorber occupy $0<x<w$ and $0<z<h$, with the mirror at $z=0$. The light travels downward and towards $+x$. While a ray descends by $h$, it moves sideways by

$$D=h\tan\theta .$$

**Entry.** The ray that just passes the top right corner $(w,h)$ reaches the mirror at $x=w+D$. Mirror points with $w<x<w+D$ could be reached only by rays that have crossed the absorber, so they are dark.

**Exit.** Specular reflection reverses the vertical component of the ray direction and leaves the horizontal one unchanged. The reflected ray therefore rises while still moving towards $+x$. A ray leaving the mirror at $x<0$ reaches the plane of the left wall, $x=0$, at height

$$z=\frac{-x}{\tan\theta}.$$

It is blocked if this height is below $h$, which means $-D<x<0$. These points are illuminated, but their light does not leave the mask.

The unusable strip runs from $-D$ to $w+D$. Its width is

$$W=w+2D=w+2h\tan\theta .$$

With $\tan 6^\circ=0.105104$,

$$D=60\times0.105104=6.306\ \text{nm},\qquad 2D=12.61\ \text{nm}.$$

The widening is thus two bands of 6.3 nm, one on each side of the line. The total strip is $64+12.61=76.61$ nm wide. Divided by the reduction factor, the widening corresponds to 3.15 nm at wafer scale. This is a scaled mask length, not a predicted change of the printed line.

The factor of two can be seen in another way. Reflect the outgoing half of each path in the mirror plane. The path becomes one straight line, and the absorber acquires a mirror image below it. The ray then passes an obstacle of width $w$ and height $2h$, whose shadow along the ray direction on a horizontal plane has width $w+2h\tan\theta$. At normal incidence the widening vanishes, as it must.

### (b) Orientation of the line

The sideways displacement $h\tan\theta$ lies in the plane of incidence. Its component across the line is $h\tan\theta\cos\phi$; the component along the line does not matter, because a long line looks the same everywhere along its length. The argument of part (a) then gives

$$W-w=2h\tan\theta\,|\cos\phi| .$$

The absolute value appears because reversing the horizontal direction exchanges the entry and exit sides without changing the total width. For $\phi=90^\circ$ the rays run along the line and there is no widening. Two lines drawn with equal width but at right angles to each other can therefore differ by up to 12.6 nm in their geometric dark widths.

### (c) Usable opening and geometric correction

The drawn opening is $s=p-w=64$ nm. One of its edges loses $D$ to blocked entry and the other loses $D$ to blocked exit. As long as the two bands do not meet, $s>2D$, the usable part is

$$s_{\rm use}=s-2D=64-12.61=51.39\ \text{nm}.$$

The lost fraction is $12.61/64=19.7\%$ of the drawn opening.

To restore the opening at fixed pitch, the dark strip must be 64 nm wide. The drawn line width $w'$ must satisfy $w'+2D=64$ nm, so

$$w'=64-12.61=51.39\ \text{nm}.$$

The equality of $w'$ and $s_{\rm use}$ follows from the choice $w=s$. This correction applies to opaque lines with $\phi=0$ and a mirror at the absorber's base.

### (d) A mirror below the absorber

First relate the beam displacement to a depth. Write the reflection coefficient as $r=|r|e^{i\varphi}$, with fields varying in time as $e^{-i\omega t}$, and let $k_x$ be the wave number along the mask. A wide beam is a sum of plane waves $e^{ik_xx}$ with nearly equal $k_x$. Reflection adds the phase $\varphi(k_x)$ to each. The waves add in step where the derivative of the total phase, $k_xx+\varphi$, with respect to $k_x$ vanishes, so the beam centre moves from $x=0$ to

$$\Delta x=-\frac{d\varphi}{dk_x}.$$

For a flat mirror at depth $d$ below vacuum, the round trip contributes $\varphi=2k_zd$ plus a constant, where $k_z=\sqrt{k^2-k_x^2}$ and $k=2\pi/\lambda$. Since $dk_z/dk_x=-k_x/k_z=-\tan\theta$,

$$\Delta x=2d\tan\theta,\qquad d=\frac{10.55}{2\times0.105104}=50.2\ \text{nm}.$$

The displacement belongs to a stack of 40 pairs of silicon (4.2 nm) and molybdenum (2.8 nm), with the electric field perpendicular to the plane of incidence. Computing it from the phase slope and from the centroid of a synthesized wide beam gives 10.550 nm both times.

Now place the mirror at $z=-d$. A ray through the absorber point $(x_0,z_0)$ reaches the mirror at $x_0+(z_0+d)\tan\theta$. Letting $x_0$ run from 0 to $w$ and $z_0$ from 0 to $h$ gives the points blocked on entry:

$$d\tan\theta<x<w+(h+d)\tan\theta .$$

The exit path is the entry path reflected about the centre of the line, $x\to w-x$. The points blocked on exit are therefore

$$-(h+d)\tan\theta<x<w-d\tan\theta .$$

The two intervals overlap if $2d\tan\theta<w$. Here this reads $10.55<64$ and holds. Their union exceeds the line width by

$$2(h+d)\tan\theta=2(60+50.19)\times0.105104=23.16\ \text{nm}.$$

For this stack, penetration nearly doubles the geometric widening. The digits hold only for the layer data as given: a change of 0.05 nm in one layer thickness moves $d$ to about 52 nm and the widening to 23.6 nm, and 4.1 nm of silicon gives 60 nm and 25.3 nm. The single depth $d$ represents the phase slope at $6^\circ$ (the same stack gives about 57 nm at $10.8^\circ$ and 66 nm at $12.1^\circ$); it does not reproduce the stack's response to the wide range of directions created by a sharp edge.

### (e) A partly transparent absorber

In a medium whose index has imaginary part $\kappa$, the field amplitude falls as $e^{-2\pi\kappa L/\lambda}$ over a path $L$. The intensity is the square of the amplitude and falls as $e^{-\alpha L}$, with $\alpha=4\pi\kappa/\lambda$. Define the optical depth of one full crossing and the transmission of two:

$$\tau=\frac{\alpha h}{\cos\theta}=1.685,\qquad T=e^{-2\tau}=0.0344 .$$

Follow the absorber path near the left edge, assuming $w\ge2D$.

- For $-D<x<0$, the incoming ray is clear. The outgoing ray enters the wall at height $-x/\tan\theta$, so its path inside is $(h+x/\tan\theta)/\cos\theta=(D+x)/\sin\theta$.
- For $0<x<D$, the incoming ray has come through the left wall and has path $x/\sin\theta$. The outgoing ray makes a full crossing, $h/\cos\theta=D/\sin\theta$. The sum is again $(D+x)/\sin\theta$.

The path thus grows linearly from zero to two full crossings over a distance $2D$. With $q=x+D$, the light transmitted in this ramp, relative to a clear mirror, is equivalent to a width

$$\int_0^{2D}e^{-\tau q/D}\,dq=\frac{D}{\tau}(1-T).$$

The right edge gives the same amount by symmetry. Between the ramps lies a region of width $w-2D$ with transmission $T$. The total missing light, expressed as a width, is

$$M=(w+2D)-\frac{2D}{\tau}(1-T)-(w-2D)T .$$

A line without edge effects would remove $w(1-T)$. Subtracting this cancels the terms in $w$ and leaves

$$M-w(1-T)=2D\left[1+T-\frac{1-T}{\tau}\right].$$

For a very opaque absorber, $\tau\to\infty$ and $T\to0$, so the result returns to $2D$. For the given index,

$$12.61\left[1.0344-\frac{0.9656}{1.685}\right]\approx5.8\ \text{nm}.$$

Fewer than half of the 12.6 nm remain, although a full double crossing transmits only 3.4%. The reason is that rays near the edges cut through corners and meet less material.

This is a straight-ray estimate, not a prediction for a real line. It adds intensities and ignores phase. Two full crossings change the optical path by $2(1-0.95)h/\cos\theta=6.0$ nm, nearly half a wavelength, which matters when the light interferes in the image. Nor do real rays stay straight at the walls. A large flat wall of this material, met at $6^\circ$ grazing incidence, would reflect 71% of the intensity for the same polarization. Such a reflection reverses the horizontal direction. The sine of the exit angle then differs from that of the specular ray by $2\sin6^\circ=0.209$, which exceeds the mask-side aperture of 0.0825 found below. For the central ray, this light would miss the optics, as if the wall had blocked it. The wall intercepts a strip of the beam only about 6 nm wide, however, less than half a wavelength, so neither the flat-wall value nor the ray picture of the reflection is reliable here. The argument does not show that the opaque-wall result is the better one.

### (f) Use as a pattern correction

**Diffraction.** Consider an opaque straight edge at distance $h$ from a screen. In the Fresnel approximation, the intensity relative to the unobstructed beam is

$$I(v)=\tfrac12\left[\left(C(v)+\tfrac12\right)^2+\left(S(v)+\tfrac12\right)^2\right],\qquad x=v\sqrt{\lambda h/2},$$

where $C$ and $S$ are the Fresnel integrals and $x$ is measured from the geometric shadow edge into the light. The first rise from 10% to 90% takes 23.6 nm in this approximation. Since $h$ is only 4.4 wavelengths, the figure is good to about 10%: the exact solution for a thin conducting half-plane gives about 21 nm with the electric field along the edge and about 27 nm with the magnetic field along it. The rise is three to four times the 6.3 nm band on one side of the line, so the bands of part (a) have no sharp boundaries in the actual field.

**Range of angles.** With a wafer-side numerical aperture of 0.33, the mask-side value is $0.33/4=0.0825$. If the illumination fills this aperture, $\sin\theta$ extends by 0.0825 on either side of $\sin6^\circ$, and the incidence angle runs from $1.26^\circ$ to $10.78^\circ$. The opaque-line widening then runs from 2.6 to 22.8 nm. The value 12.6 nm belongs to the central ray. At this pitch that ray forms no image of the lines: neighbouring diffraction orders differ in sine by $\lambda/p=0.105$, more than the aperture of 0.0825, so only the zeroth order passes the optics. Contrast comes from directions whose sine across the line differs from the central one by at least $0.105-0.0825\approx0.023$.

**Comparison with real masks.** The $6^\circ$ central ray and fourfold reduction are those of extreme-ultraviolet scanners with a wafer-side aperture of 0.33; scanners with a larger aperture differ. An absorber some 60 nm high with an index near the one used here is roughly typical of tantalum-based masks. The layer data are rounded, and the stack omits the capping layer, roughness and intermixing. Besides diffraction, real masks depart from the surface mirror and the opaque absorber assumed in part (a): penetration into the mirror moves the model's widening from 12.6 to about 23 nm, and straight-ray transmission moves it to about 6 nm. These two figures come from separate changes to the model and are not bounds on the true effect. Applied together in the straight-ray model, the two changes nearly cancel for these parameters: the missing-light widening is 12.8 nm. That model still omits diffraction, so the closeness to 12.6 nm does not validate part (a).

The formula $2h\tan\theta\,|\cos\phi|$ gives the geometric size of the shadow and its dependence on height, angle and orientation. Whether it is accurate enough for a starting line width has to be checked against a wave calculation. The final correction needs the diffracted field of the absorber and multilayer together, imaged with the actual illumination. The numerical output below lists the main values.

## Computed values

```
Absorber height: 60.0 nm
Incidence angle: 6.0 degrees
Tangent of incidence angle: 0.105104
Line width: 64.0 nm
Pitch: 128.0 nm
Drawn opening: 64.0 nm
Entry shadow, formula: 6.306 nm
Entry shadow, traced: 6.305 nm
Exit shadow, traced: 6.305 nm
Total widening, formula: 12.613 nm
Total dark width, traced: 76.610 nm
Reduction factor: 4.0
Equivalent widening at wafer scale: 3.153 nm
Usable opening, traced: 51.390 nm
Opening fraction lost: 19.71 percent
Geometrically corrected line: 51.387 nm
Opening after correction, traced: 64.000 nm
Wavelength: 13.5 nm
Absorber index, real part: 0.950
Absorber index, imaginary part: 0.030
One-pass optical depth: 1.6847
Double-pass transmission: 3.44 percent
Missing-light widening, straight rays: 5.818 nm
Silicon index: 0.9990 + 0.0018i
Molybdenum index: 0.9240 + 0.0064i
Silicon layer thickness: 4.2 nm
Molybdenum layer thickness: 2.8 nm
Mirror layer pairs: 40
Ideal mirror reflectance: 71.90 percent
Lateral shift from phase: 10.550 nm
Lateral shift from beam centroid: 10.550 nm
Effective mirror depth: 50.19 nm
Widening with buried mirror: 23.160 nm
Fresnel edge blur, 10 to 90 percent: 23.59 nm
Wafer-side numerical aperture: 0.33
Mask-side numerical aperture: 0.0825
Lowest illumination angle: 1.26 degrees
Highest illumination angle: 10.78 degrees
Widening at lowest angle: 2.640 nm
Widening at highest angle: 22.850 nm
Side-wall reflectance, flat wall: 71.41 percent
```
